Why an Immobile Alloy Component Can Stop Tracer Diffusion on fcc

**1. Two sites, one atom, one vacancy**

Let two neighbouring sites a distance d apart hold one A atom and one vacancy, and let all other neighbours be B atoms that never move. The A atom exchanges with the vacancy at rate w. It then finds the vacancy behind it and can only jump back.

Let P(t) be the probability that the atom is on the site where it did not start. Then

dP/dt = w(1 − P) − wP = w − 2wP, P(0) = 0,

so P = (1 − e^(−2wt))/2. The displacement is d with probability P and zero otherwise:

⟨R²⟩ = d²(1 − e^(−2wt))/2.

At short times this is wd²t, the growth expected of uncorrelated jumps. At long times it stays at d²/2. The jumps continue at rate w, but each is undone by the next, and ⟨R²⟩/t tends to zero.

What vanishes is therefore long-range transport, not atomic motion. In a larger cluster three things need separating: how often the atom jumps, how much of each jump is later undone, and whether the geometry forces the undoing to be complete.

**2. The model**

On an fcc lattice with cubic edge a, each site is independently occupied by a B atom with probability 1 − p. The B atoms are frozen. The remaining sites, a fraction p, are called mobile; they hold A atoms or vacancies. An A atom exchanges with a vacancy on any of its 12 nearest-neighbour sites at the same rate w. There are no longer jumps, no interstitials and no interactions that favour some arrangements over others. The algebra is in atomic units, the numbers in eV and angstrom.

A vacancy can exchange only with A, so the set of mobile sites never changes. Neighbouring mobile sites form clusters, and a tracer A atom stays in the cluster where it starts. The control variable is p, which counts A atoms and vacancies together.

**3. First contribution: uncorrelated hopping**

Let s denote a configuration: the tracer's site and the sites of the vacancies, within one finite cluster or one finite periodic cell. Let W(s,s′) be the transition rate, equal to w or zero, and δ(s,s′) the tracer's x displacement in that transition. It is zero when another atom moves. The reverse transition has the same rate and the opposite displacement:

W(s′,s) = W(s,s′), δ(s′,s) = −δ(s,s′).

Because the rates are symmetric, the uniform distribution over the M configurations is stationary. Angle brackets denote this average.

Let X be the accumulated x displacement. A transition changes X² by 2Xδ + δ², hence

d⟨X²⟩/dt = ⟨Σ W δ²⟩ + 2⟨X v⟩, v(s) = Σ W(s,s′) δ(s,s′),

with sums over s′. Here v(s) is the mean velocity of the tracer in configuration s. If the second term were absent, the diffusivity along x, half the growth rate of ⟨X²⟩, would be

D₀ = ½⟨Σ W δ²⟩.

For dilute vacancies this is easy to evaluate. Let y be the probability that a mobile site is vacant. Each of the 12 neighbours is mobile with probability p, so the tracer's jump rate is 12pyw. With d² = a²/2, the average over the three directions is

D₀ = (12pyw)(a²/2)/6 = pywa².

This contribution is linear in p and has no threshold. The cause of vanishing transport must lie in the second term.

**4. Second contribution: jumps that are undone**

To find ⟨Xv⟩, let q(s,t) be M times the average of X restricted to trajectories that are in s at time t. At the start q = 0. Trajectories entering s from s′ bring their X plus δ(s′,s), and those leaving s take theirs away:

dq(s)/dt = Σ W(s,s′)[q(s′) − q(s)] + Σ W(s,s′) δ(s′,s).

Define the matrix K by (Kg)(s) = Σ W(s,s′)[g(s) − g(s′)]. The first sum is −Kq. The second is −v, because δ changes sign on reversal. Thus

dq/dt = −Kq − v, q(t) = −K⁻¹(1 − e^(−Kt)) v.

The inverse is well defined here. K annihilates functions that are constant on each connected set of configurations, but v has no such part: forward and reverse transitions cancel in its sum over the set. Moreover

⟨g Kg⟩ = ½⟨Σ W [g(s) − g(s′)]²⟩ ≥ 0,

so the eigenvalues of K are not negative. Since ⟨Xv⟩ = ⟨qv⟩,

d⟨X²⟩/dt = 2D₀ − 2⟨v K⁻¹(1 − e^(−Kt)) v⟩.

The subtraction starts at zero and grows with time. At late times

D = D₀ − ⟨v K⁻¹ v⟩.

The correlation factor is f = D/D₀, with numerator and denominator each summed over x, y and z. The two-site case confirms the factors. There v = ±wd, and K multiplies this v by 2w, so ⟨vK⁻¹v⟩ = w²d²/(2w) = wd²/2. This equals D₀.

The subtraction exists even without B atoms. After an exchange the vacancy sits behind the tracer, which makes the reverse jump more likely than the others. At p = 1, with one vacancy in a 216-site cell, f is 0.786; in larger cells it settles at 0.782. An ordinary return correlation thus costs about a fifth of the diffusivity. The next question is when it costs all of it.

**5. Third contribution: geometry**

The result for D can be written as a minimum over functions g(s):

D = min over g of ½⟨Σ W [δ(s,s′) + g(s) − g(s′)]²⟩.

To check this, expand the square. The terms are D₀, then 2⟨gv⟩ (the g(s) and g(s′) parts contribute equally, again because δ is antisymmetric), then ⟨gKg⟩. The minimum lies at Kg = −v, where the sum is D₀ − 2⟨vK⁻¹v⟩ + ⟨vK⁻¹v⟩, as required.

Now consider a finite periodic cell with one vacancy, at least three primitive steps along each edge. A cluster wraps if some path inside it leads from a site to a periodic image of that site.

*No cluster wraps.* Within each cluster the tracer has a single-valued position x(s), and δ(s,s′) = x(s′) − x(s). Choosing g = x makes every bracket zero. Hence D = 0: the late-time subtraction equals the hopping term, whatever the shape of the cluster.

*A cluster wraps.* Cut the wrapping path wherever it revisits a site. The pieces are simple cycles and back-and-forth steps. The latter have no net displacement, so at least one cycle, with n sites say, has some. Put the tracer and the vacancy on it. When the vacancy has made n(n − 1) moves around the cycle, each of the n − 1 atoms has made n steps and has gone round once. The configuration has returned, but the tracer has a net displacement. If D were zero in every direction, each δ would be a difference g(s′) − g(s), and its sum over any closed sequence would vanish. That is a contradiction, so f > 0.

In a finite cell, then, f is positive if and only if a mobile cluster wraps. A useful bound follows as well. Take g = x in clusters that do not wrap and g = 0 in those that do. Only exchanges in wrapping clusters then contribute, and

f ≤ share of the mobile neighbour pairs that lie in wrapping clusters.

**6. The infinite lattice**

In the infinite alloy there may be many vacancies, and clusters have no upper size limit. Suppose that, with probability one, every cluster is finite. Choose a length ℓ. A tracer in a cluster of diameter at most ℓ has R² ≤ ℓ². For the others, section 4 shows that correlations only reduce the growth of ⟨R²⟩, which is therefore at most 12wd²t, since at most 12 neighbours are vacant. Together,

⟨R²⟩/t ≤ ℓ²/t + 12wd² × Prob(diameter > ℓ).

Let t grow first: the first term vanishes. Then let ℓ grow: the second vanishes because all clusters are finite. The long-time diffusivity is zero for any vacancy content.

The percolation threshold p_c is the value of p above which an infinite mobile cluster exists. That it is not zero follows from counting. From a given site there are at most 12·11^(n−1) paths of n steps that visit no site twice, and each is entirely mobile beyond its start with probability pⁿ. The expected number of mobile paths is at most (12/11)(11p)ⁿ, which tends to zero if p < 1/11. An infinite cluster would need such paths of every length. Hence p_c ≥ 1/11 ≈ 0.091. This is a bound, not an estimate.

**7. Locating the threshold**

For an estimate, sites of a periodic cell with L³ sites are made mobile in random order until a cluster first wraps. The mean fraction at that moment is 0.2039, 0.2015 and 0.1993 for L = 8, 16 and 32, and its spread falls from 0.0242 through 0.0119 to 0.0060. The transition sharpens as the cell grows.

The extrapolation assumes finite-size scaling: the offset of the mean from p_c and the spread shrink with the same power of L. The mean is then a linear function of the spread, and its value at zero spread is p_c. The fit gives 0.1980 with a statistical error of 0.0009. Departures from the assumed scaling are not in that error, so p_c ≈ 0.20 is the safe reading.

Cluster sizes bracket this value independently. At p = 0.16 the largest cluster holds 12% of the mobile sites for L = 16 but 0.9% for L = 48. At p = 0.24 it holds 86% in both.

**8. Weighing the contributions**

Averages over eight random 216-site cells at each p, with one vacancy per cell, give:

p = 0.10: f = 0, wrapping share 0
p = 0.20: f = 0.004, wrapping share 0.36
p = 0.25: f = 0.038, wrapping share 0.84
p = 0.30: f = 0.113, wrapping share 1.00
p = 0.60: f = 0.525, wrapping share 1.00

The last digit is not significant for 0.20 ≤ p ≤ 0.60. From one set of eight cells to another, f scatters by about 0.004 at p = 0.20, 0.01 at p = 0.25 and 0.30, and 0.005 at p = 0.60. The values also fall as the cell grows: at p = 0.30, f is about 0.13 with 64 sites, 0.11 with 216, 0.09 with 512 and 0.08 with 1000 (few cells at the larger sizes); at p = 0.60 it goes from about 0.54 to 0.51 between 64 and 512 sites.

At p = 0.30 nearly every exchange takes place in a wrapping cluster, yet about nine tenths of the uncorrelated diffusivity is lost. The wrapping share does not count all trapping. With one vacancy, a tracer on a dead end of a wrapping cluster is trapped too: after its jump the vacancy sits in the dead end and can only come back. Exchanges made by trapped tracers are about a tenth of the total at p = 0.30 and about a third at p = 0.25. At p = 0.30 this is still far less than the loss, most of which comes from return correlations of tracers that can travel. Geometry sets the zero, while mainly incomplete undoing makes f small well above it.

The comparison with p = 1 separates the factors. At fixed w and y, D is proportional to pf, so

D(0.30)/D(1) = 0.30 × (0.113/0.786) = 0.30 × 0.144 = 0.043.

In these cells rarer jumps account for a factor 0.30 and stronger correlation for a factor of about 0.14. In cells of 512 to 1000 sites the second factor drops to 0.10 to 0.12 and the ratio to about 0.03.

These small cells blur the threshold. At p = 0.15, below p_c, one of the eight cells wraps, and it alone gives the average f of 0.003; over a larger sample the average is nearer 0.001. None of the 250 cells with L = 16 wraps at that p. In any single cell, however, the switch is sharp. In one of 216 sites, f is zero to rounding error with 36 mobile sites and 0.0096 with 37. The added site closes the first path around the cell.

The time dependence shows the same contrast. In a blocked 64-site cell the mean squared x displacement is 0.115 Å² at wt = 1 and 0.2025 Å² from wt = 100 onward. In an open cell it reaches 3366 Å² at wt = 20000 and 6731 Å² at 40000. The late slope is

(6730.62 − 3365.82)/20000 = 0.1682 Å² per 1/w,

in agreement with the formula of section 4, although this displacement was computed separately, from the average of e^(ikX) at small k, without solving for K⁻¹v.

**9. A warning from single file**

Wrapping guarantees f > 0 in a finite cell, but not a value that survives as the cell grows. Take a straight closed ring of n sites with one vacancy. Its n(n − 1) configurations form one cycle of transitions, around which the tracer travels nd. The minimum in section 5 is reached when this displacement is spread evenly, because a sum of squares with a fixed total is smallest for equal terms. Each transition then carries nd/[n(n − 1)] = d/(n − 1). With two transitions out of each configuration,

D = ½ · 2w · d²/(n − 1)² = wd²/(n − 1)².

The tracer itself moves in 2n of the directed transitions, so

D₀ = ½ · 2n · wd²/[n(n − 1)] = wd²/(n − 1), f = 1/(n − 1).

This gives 0.200 for 6 sites and 0.091 for 12, as the numerical solution also does, and it tends to zero for long rings. A connected path is necessary for transport, but a long single path with one vacancy is a poor carrier. The argument of section 6 therefore proves D = 0 when percolation fails; it does not prove D > 0 everywhere above p_c. The evidence for finite transport there is the computed f in small cells, which at p = 0.30 is still falling as the cell grows.

**10. Diffusivities, and how immobile B must be**

Take round parameters: a = 3.6 Å, k_BT = 0.08617 eV (1000 K), a barrier of 0.8 eV for A, an attempt rate of 10¹³ s⁻¹ and y = 10⁻⁶. Then

w = 10¹³ × exp(−0.8/0.08617) = 9.29 × 10⁸ s⁻¹.

For p = 0.60,

D = pywa²f = 0.60 × 10⁻⁶ × 9.29 × 10⁸ × 12.96 × 0.525 ≈ 3.8 × 10³ Å²/s,

or 3.3 × 10⁻¹³ atomic units. For p = 0.30 the result is 4.1 × 10² Å²/s, or 3.5 × 10⁻¹⁴ atomic units. Both use the 216-site f and strictly frozen B. In cells of 512 to 1000 sites the value for p = 0.30 is 20 to 30% lower, and the one for p = 0.60 a few per cent lower.

Suppose instead that B has a barrier of 1.6 eV. Then w_B/w = 9.3 × 10⁻⁵ and w_B ≈ 8.6 × 10⁴ s⁻¹. A vacancy surrounded by B atoms exchanges with one of them after about 1/(12w_B) ≈ 10⁻⁶ s. A tracer at p = 0.30 waits on average 1/(12pyw) ≈ 3 × 10⁻⁴ s between jumps. The network next to a vacancy can therefore change long before a typical tracer has jumped at all. A given B atom, however, must also wait for a vacancy to arrive. At the same vacancy concentration it jumps about 10⁴ times more rarely than an A atom, once in about 3 s. Where the frozen network already conducts well, such rare jumps need not change D much. Below p_c the frozen value is zero, so even rare B jumps matter: the mobile set is no longer conserved, the proof lapses, and any long-range transport must rely on the slow B exchanges. A strict zero belongs to w_B = 0.

The full set of values is in the numerical output below.

Values computed for the example and the checks

```
fcc percolation of mobile sites (fractions, no unit)
L=8: samples 400, mean first-wrap p 0.2039, spread 0.0242
  wrapped share at p=0.15: 0.020, at p=0.25: 0.990
L=16: samples 250, mean first-wrap p 0.2015, spread 0.0119
  wrapped share at p=0.15: 0.000, at p=0.25: 1.000
L=32: samples 80, mean first-wrap p 0.1993, spread 0.0060
  wrapped share at p=0.15: 0.000, at p=0.25: 1.000
extrapolated threshold p_c: 0.1980 +- 0.0009 (statistical)
path-counting lower bound 1/11: 0.0909
largest-cluster share at p=0.16: L=16 0.1228, L=48 0.0091
largest-cluster share at p=0.24: L=16 0.8577, L=48 0.8559
straight ring of 6 sites: f = 0.20000
straight ring of 12 sites: f = 0.09091
tracer correlation factor, 216-site cells, one vacancy
  p=0.10: f = 0.00000, wrapping bond share 0.000, cells wrapped 0/8
  p=0.15: f = 0.00300, wrapping bond share 0.105, cells wrapped 1/8
  p=0.20: f = 0.00434, wrapping bond share 0.359, cells wrapped 3/8
  p=0.25: f = 0.03770, wrapping bond share 0.842, cells wrapped 7/8
  p=0.30: f = 0.11324, wrapping bond share 0.999, cells wrapped 8/8
  p=0.40: f = 0.24935, wrapping bond share 0.999, cells wrapped 8/8
  p=0.60: f = 0.52538, wrapping bond share 1.000, cells wrapped 8/8
  p=1.00: f = 0.78644, wrapping bond share 1.000, cells wrapped 1/1
same cell with 36 mobile sites: f = 9.643e-16
same cell with 37 mobile sites: f = 9.601e-03
64-site cell: blocked with 8 mobile sites, open with 26
  wt=1: x-MSD blocked 0.1153, open 0.2925 angstrom^2
  wt=10: x-MSD blocked 0.2021, open 2.1780 angstrom^2
  wt=100: x-MSD blocked 0.2025, open 17.7426 angstrom^2
  wt=20000: x-MSD blocked 0.2025, open 3365.8160 angstrom^2
  wt=40000: x-MSD blocked 0.2025, open 6730.6202 angstrom^2
open-cell x-MSD slope: direct 0.16824, linear solve 0.16825 angstrom^2 per 1/w
model: a=3.6 angstrom, T=1000 K, kT=0.08617 eV, nu=1.0e+13 1/s
barriers A 0.8 eV, B 1.6 eV; vacancies per mobile site 1e-06
A exchange rate w = 9.2935e+08 1/s; w_B/w = 9.293e-05
p=0.30: tracer D = 4.0918e+02 angstrom^2/s = 3.534e-14 a.u.
p=0.60: tracer D = 3.7967e+03 angstrom^2/s = 3.280e-13 a.u.
p=1.00: tracer D = 9.4722e+03 angstrom^2/s = 8.182e-13 a.u.
```
